# Metropolis bond switching for a fully coordinated Si/SiO2 network: a program that tests the result

```python
"""Metropolis bond switching for a Si/SiO2 network without coordination defects.

Result under test: with a single-valued energy E(bond table) and symmetric
proposals, pi_i T_ij = pi_j T_ji for pi ~ exp(-E/kT), and Si keeps 4 links.
A link is (i, j, image, o): Si sites i<j, periodic image of j, o=1 if an
oxygen bridges the link. Energies in eV, lengths in angstrom.
E is the local minimum reached from one fixed reference geometry.
"""
import math
import random
from collections import Counter
from itertools import combinations, permutations
import numpy as np
from scipy import constants
from scipy.optimize import minimize

B_SISI, B_SIO = 2.35, 1.60
K_SISI, K_SIO = 10.0, 30.0
K_ANG_SI, K_ANG_O = 4.0, 1.0
K_REP, RC_SI, RC_OO = 5.0, 3.0, 2.6
SUBOXIDE = [0.0, 0.5, 0.5, 0.25, 0.0]
OXIDE_GAP = 2.4
LAYERS, PER_LAYER = 8, 4
N = LAYERS * PER_LAYER
A_SI = 4 * B_SISI / math.sqrt(3)
SURF = A_SI / math.sqrt(2)
GPA = constants.e * 1e30 / 1e9
KB = constants.k / constants.e
STRAIN_SCALE = 20.0


def add(m, n):
    return (m[0] + n[0], m[1] + n[1], m[2] + n[2])


def link(i, j, n, o):
    return (i, j, n, o) if i < j else (j, i, (-n[0], -n[1], -n[2]), o)


def neighbours(state):
    adj = [{} for _ in range(N)]
    for i, j, n, o in sorted(state):
        adj[i][j] = (n, o)
        adj[j][i] = ((-n[0], -n[1], -n[2]), o)
    return adj


def crystal_start():
    """Diamond (001) layers; the upper half of the gaps is oxidised."""
    origin = [(0, 0), (1, 0), (1, 1), (0, 1)]
    gaps = [A_SI / 4] * 4 + [OXIDE_GAP] * 4
    heights = np.concatenate([[0], np.cumsum(gaps)])
    index, pos = {}, []
    for k in range(LAYERS):
        ox, oy = origin[k % 4]
        for p in range(2):
            for q in range(2):
                cx, cy = (2 * p + ox) % 4, (2 * q + oy) % 4
                index[k, cx, cy] = len(pos)
                pos.append([cx * SURF / 2, cy * SURF / 2, heights[k]])
    links = set()
    for (k, cx, cy), i in index.items():
        for step in (-1, 1):
            x, y = (cx + step, cy) if k % 2 == 0 else (cx, cy + step)
            j = index[(k + 1) % LAYERS, x % 4, y % 4]
            image = (x // 4, y // 4, (k + 1) // LAYERS)
            links.add(link(i, j, image, int(k >= 4)))
    cell = np.array([2 * SURF, 2 * SURF, heights[-1]])
    return frozenset(links), np.array(pos), cell


START, REF, CELL0 = crystal_start()
N_OX = sum(l[3] for l in START)
N_ATOM = N + N_OX
PAIR_I, PAIR_J = np.triu_indices(N_ATOM, 1)
OFFSET = np.random.default_rng(5).normal(0, 0.15, (N, N, 3))


def build(state):
    """Atoms, bonds and angles of a bond table."""
    bi, bj, shift, kb, b0 = [], [], [], [], []
    ox = N
    for i, j, n, o in sorted(state):
        if o:
            bi += [i, ox]
            bj += [ox, j]
            shift += [(0, 0, 0), n]
            kb += [K_SIO] * 2
            b0 += [B_SIO] * 2
            ox += 1
        else:
            bi.append(i)
            bj.append(j)
            shift.append(n)
            kb.append(K_SISI)
            b0.append(B_SISI)
    nb = len(bi)
    inc = np.zeros((nb, N_ATOM))
    inc[np.arange(nb), bi] = -1
    inc[np.arange(nb), bj] = 1
    around = [[] for _ in range(N_ATOM)]
    for b in range(nb):
        around[bi[b]].append((b, 1))
        around[bj[b]].append((b, -1))
    p, q, s, ka, c0 = [], [], [], [], []
    for atom in range(N_ATOM):
        for (b1, s1), (b2, s2) in combinations(around[atom], 2):
            p.append(b1)
            q.append(b2)
            s.append(s1 * s2)
            ka.append(K_ANG_SI if atom < N else K_ANG_O)
            c0.append(-1 / 3 if atom < N else -1.0)
    na = len(p)
    gather = np.zeros((nb, 2 * na))
    gather[p, np.arange(na)] = 1
    gather[q, na + np.arange(na)] = 1
    rc = np.full((N_ATOM, N_ATOM), RC_SI)
    rc[N:, N:] = RC_OO
    rc[bi, bj] = 0
    rc[bj, bi] = 0
    return dict(bi=bi, bj=bj, inc=inc, incT=inc.T.copy(),
                shift=np.array(shift, float), kb=np.array(kb),
                b0=np.array(b0), p=np.array(p), q=np.array(q),
                s=np.array(s, float), ka=np.array(ka), c0=np.array(c0),
                gather=gather, rc=rc[PAIR_I, PAIR_J],
                rc2=rc[PAIR_I, PAIR_J] ** 2)


def elastic(x, cell, net):
    """Energy, gradient and diagonal virial dE/d(strain)."""
    d = net["inc"] @ x + net["shift"] * cell
    r = np.sqrt(np.einsum("ij,ij->i", d, d))
    u = d / r[:, None]
    ext = r - net["b0"]
    e = 0.5 * np.dot(net["kb"], ext * ext)
    f = (net["kb"] * ext)[:, None] * u
    p, q, s = net["p"], net["q"], net["s"]
    up, uq = u[p], u[q]
    c = s * np.einsum("ij,ij->i", up, uq)
    dc = c - net["c0"]
    w = net["ka"] * dc
    e += 0.5 * np.dot(w, dc)
    gp = (w / r[p])[:, None] * (s[:, None] * uq - c[:, None] * up)
    gq = (w / r[q])[:, None] * (s[:, None] * up - c[:, None] * uq)
    f += net["gather"] @ np.concatenate([gp, gq])
    grad = net["incT"] @ f
    virial = np.einsum("ij,ij->j", f, d)
    v = x[PAIR_I] - x[PAIR_J]
    v -= cell * np.rint(v / cell)
    r2 = np.einsum("ij,ij->i", v, v)
    m = np.nonzero(r2 < net["rc2"])[0]
    if len(m):
        v, rr = v[m], np.sqrt(r2[m])
        gap = net["rc"][m] - rr
        e += 0.5 * K_REP * np.dot(gap, gap)
        fr = (-K_REP * gap / rr)[:, None] * v
        np.add.at(grad, PAIR_I[m], fr)
        np.add.at(grad, PAIR_J[m], -fr)
        virial = virial + np.einsum("ij,ij->j", fr, v)
    return e, grad, virial


def place_atoms(state, si):
    oxy = [0.5 * (si[i] + si[j] + np.array(n) * CELL0) + OFFSET[i, j]
           for i, j, n, o in sorted(state) if o]
    return np.vstack([si, np.array(oxy)])


def oxidation(state):
    count = Counter()
    for i, j, n, o in state:
        count[i] += o
        count[j] += o
    return [count[i] for i in range(N)]


def relax(state, si=REF, height=0.0):
    """Minimise over atoms and cell height; in-plane size is fixed."""
    net = build(state)

    def objective(v):
        stretch = np.array([1, 1, 1 + v[-1] / STRAIN_SCALE])
        e, g, vir = elastic(v[:-1].reshape(-1, 3) * stretch,
                            CELL0 * stretch, net)
        return e, np.append((g * stretch).ravel(),
                            vir[2] / stretch[2] / STRAIN_SCALE)

    v0 = np.append(place_atoms(state, si).ravel(), height)
    res = minimize(objective, v0, jac=True, method="L-BFGS-B",
                   options=dict(maxiter=300, ftol=1e-7, gtol=1e-3))
    chem = sum(SUBOXIDE[k] for k in oxidation(state))
    return res.fun + chem, res.x


ENERGY = {}


def energy_of(state):
    if state not in ENERGY:
        ENERGY[state] = relax(state)[0]
    return ENERGY[state]


def switch(state, adj, a, b, c, d):
    """Chain a-b-c-d becomes a-c-b-d; invalid requests change nothing."""
    if len({a, b, c, d}) < 4 or c in adj[a] or d in adj[b]:
        return state
    (n1, o1), (n2, _), (n3, o3) = adj[a][b], adj[b][c], adj[c][d]
    old = {link(a, b, n1, o1), link(c, d, n3, o3)}
    new = {link(a, c, add(n1, n2), o1), link(b, d, add(n2, n3), o3)}
    return (state - old) | new


def hop(state, adj, s, p, q):
    """Exchange the bridge states of links s-p and s-q."""
    (n1, o1), (n2, o2) = adj[s][p], adj[s][q]
    if o1 == o2:
        return state
    return ((state - {link(s, p, n1, o1), link(s, q, n2, o2)})
            | {link(s, p, n1, o2), link(s, q, n2, o1)})


def propose(state, adj, sites, allowed, rng):
    """Random draw; moves touching sites outside 'allowed' are refused."""
    if rng.random() < 0.5:
        b = rng.choice(sites)
        c = rng.choice(list(adj[b]))
        a = rng.choice([k for k in adj[b] if k != c])
        d = rng.choice([k for k in adj[c] if k != b])
        chain = (a, b, c, d)
        ok = allowed.issuperset(chain)
        return "switch", chain, switch(state, adj, *chain) if ok else state
    s = rng.choice(sites)
    p, q = rng.sample(list(adj[s]), 2)
    ok = allowed.issuperset((s, p, q))
    return "hop", (s, p, q), hop(state, adj, s, p, q) if ok else state


def all_moves(state, adj, sites, allowed):
    """Every possible draw with its probability."""
    for b in sites:
        for c in adj[b]:
            for a in adj[b]:
                for d in adj[c]:
                    if a != c and d != b:
                        ok = allowed.issuperset((a, b, c, d))
                        new = switch(state, adj, a, b, c, d) if ok else state
                        yield 0.5 / (36 * len(sites)), new
        for p, q in permutations(adj[b], 2):
            ok = allowed.issuperset((b, p, q))
            new = hop(state, adj, b, p, q) if ok else state
            yield 0.5 / (12 * len(sites)), new


def accept(delta, kt):
    return math.exp(-max(delta, 0.0) / kt)


def check_coordination(state):
    degree = Counter()
    for i, j, n, o in state:
        degree[i] += 1
        degree[j] += 1
    assert all(degree[i] == 4 for i in range(N))
    assert len({l[:2] for l in state}) == 2 * N
    assert sum(l[3] for l in state) == N_OX


def describe(name, state):
    """Print structure and stress of the relaxed network."""
    e, v = relax(state)
    net = build(state)
    stretch = np.array([1, 1, 1 + v[-1] / STRAIN_SCALE])
    x, cell = v[:-1].reshape(-1, 3) * stretch, CELL0 * stretch
    vir = elastic(x, cell, net)[2]
    stress = vir / np.prod(cell) * GPA
    d = net["inc"] @ x + net["shift"] * cell
    r = np.linalg.norm(d, axis=1)
    u = d / r[:, None]
    cosines = net["s"] * np.sum(u[net["p"]] * u[net["q"]], axis=1)
    bridge = np.degrees(np.arccos(np.clip(cosines[net["c0"] == -1], -1, 1)))
    sisi, sio = r[net["b0"] == B_SISI], r[net["b0"] == B_SIO]
    sep = x[:, None] - x[None]
    sep -= cell * np.rint(sep / cell)
    dist = np.linalg.norm(sep, axis=2) + 99 * np.eye(N_ATOM)
    cut = np.full((N_ATOM, N_ATOM), 2.0)
    cut[:N, :N] = 2.7
    cut[N:, N:] = 0
    near = (dist < cut).sum(axis=1)
    bonded = np.bincount(net["bi"] + net["bj"], minlength=N_ATOM)
    assert np.all(bonded[:N] == 4) and np.all(bonded[N:] == 2)
    ox = Counter(oxidation(state))
    print(f"{name}: energy = {e:.3f} eV, cell height = {cell[2]:.3f} A")
    print(f"{name}: Si with 0,1,2,3,4 O neighbours =",
          [ox[k] for k in range(5)])
    print(f"{name}: Si-Si mean, s.d. = {sisi.mean():.3f}, {sisi.std():.3f} A")
    print(f"{name}: Si-O mean, s.d. = {sio.mean():.3f}, {sio.std():.3f} A")
    print(f"{name}: Si-O-Si angle mean, s.d. = {bridge.mean():.1f},"
          f" {bridge.std():.1f} deg")
    print(f"{name}: stress xx, yy, zz = {stress[0]:.2f}, {stress[1]:.2f},"
          f" {stress[2]:.2f} GPa")
    print(f"{name}: atoms whose distance count differs from bond table ="
          f" {int(np.sum(near != bonded))}")


# Forces and virial against finite differences of the energy.
check_coordination(START)
net0, x0 = build(START), place_atoms(START, REF)
e0, g0, vir0 = elastic(x0, CELL0, net0)
direction = np.random.default_rng(1).normal(size=x0.shape)
h = 1e-6
slope = (elastic(x0 + h * direction, CELL0, net0)[0]
         - elastic(x0 - h * direction, CELL0, net0)[0]) / (2 * h)
force_err = abs(slope - np.sum(g0 * direction))
assert force_err < 1e-4 * max(1, abs(slope))
for axis in range(3):
    up, dn = np.ones(3), np.ones(3)
    up[axis] += h
    dn[axis] -= h
    slope = (elastic(x0 * up, CELL0 * up, net0)[0]
             - elastic(x0 * dn, CELL0 * dn, net0)[0]) / (2 * h)
    assert abs(slope - vir0[axis]) < 1e-4 * max(1, abs(slope))
print(f"Si atoms = {N}, O atoms = {N_OX}, links = {len(START)}")
print(f"bond lengths Si-Si, Si-O = {B_SISI}, {B_SIO} A")
print(f"stretch constants Si-Si, Si-O = {K_SISI}, {K_SIO} eV/A^2")
print(f"angle constants at Si, O = {K_ANG_SI}, {K_ANG_O} eV")
print(f"repulsion constant = {K_REP} eV/A^2, cutoffs: O-O {RC_OO} A,"
      f" other pairs {RC_SI} A")
print(f"suboxide energies for 0..4 O neighbours = {SUBOXIDE} eV")
print(f"Si lattice constant = {A_SI:.4f} A, in-plane cell = {CELL0[0]:.4f} A")
print(f"force test: finite-difference mismatch = {force_err:.1e} eV/A")

# Coordination and exact reversal while the network is scrambled.
rng = random.Random(11)
everywhere, every_site = set(range(N)), list(range(N))
state, adj, changed = START, neighbours(START), Counter()
TRIALS = 10000
for _ in range(TRIALS):
    kind, labels, new = propose(state, adj, every_site, everywhere, rng)
    if new != state:
        new_adj = neighbours(new)
        if kind == "switch":
            a, b, c, d = labels
            assert switch(new, new_adj, a, c, b, d) == state
        check_coordination(new)
        state, adj = new, new_adj
        changed[kind] += 1
kept = len({l[:2] for l in state} & {l[:2] for l in START})
assert changed["switch"] > 1000 and kept < N
print(f"scramble: proposals = {TRIALS}, switches = {changed['switch']},"
      f" oxygen hops = {changed['hop']}")
print(f"scramble: original neighbour pairs left = {kept} of {len(START)}")

# Closed set of states on a five-site chain across the interface.
adj0 = neighbours(START)
chain = [2 * PER_LAYER]
while len(chain) < 5:
    layer = chain[-1] // PER_LAYER + 1
    chain.append(min(j for j in adj0[chain[-1]] if j // PER_LAYER == layer))
window = set(chain)
states, adjs, moves = [START], [], []
number = {START: 0}
k = 0
while k < len(states):
    adjs.append(neighbours(states[k]))
    moves.append(list(all_moves(states[k], adjs[k], chain, window)))
    for _, new in moves[k]:
        if new not in number:
            number[new] = len(states)
            states.append(new)
    k += 1
M = len(states)
assert M == math.factorial(3) * math.comb(4, 2)
E = np.array([energy_of(s) for s in states])
KT_TEST = 3.0
pi = np.exp(-(E - E.min()) / KT_TEST)
pi /= pi.sum()
T, T_bad = np.zeros((M, M)), np.zeros((M, M))
valid = []
for i in range(M):
    real = [new for _, new in moves[i] if new != states[i]]
    valid.append(len(real))
    assert abs(sum(w for w, _ in moves[i]) - 1) < 1e-12
    for w, new in moves[i]:
        j = number[new]
        if j != i:
            T[i, j] += w * accept(E[j] - E[i], KT_TEST)
            T_bad[i, j] += accept(E[j] - E[i], KT_TEST) / len(real)
    T[i, i] = 1 - T[i].sum()
    T_bad[i, i] = 1 - T_bad[i].sum()


def imbalance(matrix):
    flux = pi[:, None] * matrix
    off = flux - np.diag(np.diag(flux))
    return np.abs(flux - flux.T).max() / off.max()


def stationary(matrix):
    system = np.vstack([matrix.T - np.eye(M), np.ones(M)])
    return np.linalg.lstsq(system, np.append(np.zeros(M), 1), rcond=None)[0]


good, bad = imbalance(T), imbalance(T_bad)
stat_err = np.abs(stationary(T) - pi).max()
bad_err = np.abs(stationary(T_bad) - pi).max()
assert good < 1e-10 and stat_err < 1e-9
assert bad > 1e-3 and bad_err > 1e-4
i, j = 0, number[switch(START, adj0, *chain[:4])]
print(f"finite test: states = {M}, kT = {KT_TEST} eV")
print(f"finite test: lowest, highest energy = {E.min():.3f},"
      f" {E.max():.3f} eV")
print(f"one switch: energy before, after = {E[i]:.3f}, {E[j]:.3f} eV")
print(f"one switch: acceptance forward, back ="
      f" {accept(E[j] - E[i], KT_TEST):.5f},"
      f" {accept(E[i] - E[j], KT_TEST):.5f}")
print(f"one switch: Boltzmann weights = {pi[i]:.6f}, {pi[j]:.6f}")
print(f"one switch: T forward, back = {T[i, j]:.4e}, {T[j, i]:.4e}")
print(f"one switch: flux forward, back = {pi[i] * T[i, j]:.6e},"
      f" {pi[j] * T[j, i]:.6e}")
print(f"relative flux imbalance, symmetric draw = {good:.1e}")
print(f"largest error of stationary weight, symmetric draw = {stat_err:.1e}")
print(f"valid-only draw: valid moves per state = {min(valid)}"
      f" to {max(valid)}")
print(f"valid-only draw: relative flux imbalance = {bad:.3f}")
print(f"valid-only draw: largest error of stationary weight = {bad_err:.4f}")

# Random run on the same states against the Boltzmann mean energy.
STEPS = 200000
rng, here, visits = random.Random(23), 0, np.zeros(M)
for _ in range(STEPS):
    new = propose(states[here], adjs[here], chain, window, rng)[2]
    j = number[new]
    if j != here and rng.random() < accept(E[j] - E[here], KT_TEST):
        here = j
    visits[here] += 1
mean_exact, mean_run = pi @ E, visits @ E / STEPS
dev = E - mean_exact
corr = np.linalg.solve(np.eye(M) - T + np.outer(np.ones(M), pi), dev)
sigma = math.sqrt((2 * pi @ (dev * corr) - pi @ dev**2) / STEPS)
assert abs(mean_run - mean_exact) < 5 * sigma
print(f"random run: steps = {STEPS}, states visited = {np.sum(visits > 0)}")
print(f"mean energy: Boltzmann = {mean_exact:.4f} eV, run = {mean_run:.4f} eV")
print(f"mean energy: predicted standard error of run = {sigma:.4f} eV")

# Same bond table reached by a switch and its reversal, inherited geometry.
rng, spread = random.Random(3), []
e_ref, v_ref = relax(START)
while len(spread) < 6:
    kind, _, new = propose(START, adj0, every_site, everywhere, rng)
    if kind == "switch" and new != START:
        v1 = relax(new, v_ref[:3 * N].reshape(-1, 3), v_ref[-1])[1]
        back = relax(START, v1[:3 * N].reshape(-1, 3), v1[-1])[0]
        spread.append(back - e_ref)
print(f"history test: return energy minus reference, {len(spread)} loops ="
      f" {min(spread):.4f} to {max(spread):.4f} eV")

# Short generation run: hot stage, then cooler stage.
rng, state, adj = random.Random(7), START, adj0
total = Counter()
for kt, proposals in ((1.0, 80), (0.25, 80)):
    tried, taken = Counter(), Counter()
    for _ in range(proposals):
        kind, _, new = propose(state, adj, every_site, everywhere, rng)
        if new == state:
            continue
        tried[kind] += 1
        delta = energy_of(new) - energy_of(state)
        if rng.random() < accept(delta, kt):
            state, adj = new, neighbours(new)
            check_coordination(state)
            taken[kind] += 1
    total += taken
    print(f"run at kT = {kt} eV ({kt / KB:.0f} K): proposals = {proposals},"
          f" end energy = {energy_of(state):.3f} eV")
    print(f"  switches accepted/valid = {taken['switch']}/{tried['switch']},"
          f" hops = {taken['hop']}/{tried['hop']}")
assert total["switch"] > 0
describe("start", START)
describe("final", state)
print("PASS")
```

Printed output:

```
Si atoms = 32, O atoms = 32, links = 64
bond lengths Si-Si, Si-O = 2.35, 1.6 A
stretch constants Si-Si, Si-O = 10.0, 30.0 eV/A^2
angle constants at Si, O = 4.0, 1.0 eV
repulsion constant = 5.0 eV/A^2, cutoffs: O-O 2.6 A, other pairs 3.0 A
suboxide energies for 0..4 O neighbours = [0.0, 0.5, 0.5, 0.25, 0.0] eV
Si lattice constant = 5.4271 A, in-plane cell = 7.6751 A
force test: finite-difference mismatch = 2.4e-08 eV/A
scramble: proposals = 10000, switches = 4441, oxygen hops = 2519
scramble: original neighbour pairs left = 5 of 64
finite test: states = 36, kT = 3.0 eV
finite test: lowest, highest energy = 25.182, 54.430 eV
one switch: energy before, after = 25.919, 33.530 eV
one switch: acceptance forward, back = 0.07910, 1.00000
one switch: Boltzmann weights = 0.176128, 0.013931
one switch: T forward, back = 4.3942e-04, 5.5556e-03
one switch: flux forward, back = 7.739483e-05, 7.739483e-05
relative flux imbalance, symmetric draw = 1.5e-16
largest error of stationary weight, symmetric draw = 3.1e-16
valid-only draw: valid moves per state = 6 to 10
valid-only draw: relative flux imbalance = 0.400
valid-only draw: largest error of stationary weight = 0.0448
random run: steps = 200000, states visited = 29
mean energy: Boltzmann = 26.7398 eV, run = 26.7674 eV
mean energy: predicted standard error of run = 0.1294 eV
history test: return energy minus reference, 6 loops = -2.5664 to 0.4240 eV
run at kT = 1.0 eV (11605 K): proposals = 80, end energy = 25.861 eV
  switches accepted/valid = 1/37, hops = 2/7
run at kT = 0.25 eV (2901 K): proposals = 80, end energy = 26.176 eV
  switches accepted/valid = 0/48, hops = 1/8
start: energy = 25.919 eV, cell height = 13.722 A
start: Si with 0,1,2,3,4 O neighbours = [12, 0, 8, 0, 12]
start: Si-Si mean, s.d. = 2.378, 0.070 A
start: Si-O mean, s.d. = 1.609, 0.021 A
start: Si-O-Si angle mean, s.d. = 129.6, 11.8 deg
start: stress xx, yy, zz = -12.67, -12.78, -0.00 GPa
start: atoms whose distance count differs from bond table = 0
final: energy = 26.176 eV, cell height = 13.812 A
final: Si with 0,1,2,3,4 O neighbours = [11, 1, 8, 1, 11]
final: Si-Si mean, s.d. = 2.395, 0.094 A
final: Si-O mean, s.d. = 1.611, 0.020 A
final: Si-O-Si angle mean, s.d. = 130.8, 13.9 deg
final: stress xx, yy, zz = -4.04, -10.24, 0.00 GPa
final: atoms whose distance count differs from bond table = 2
PASS
```
